**Thermal gap reduction from one effective phonon**

For a phonon energy w = 50 meV and a zero-point gap reduction Z = 150 meV, the additional reduction at 300 K is 2Zn = 50.7 meV, where n is the Bose occupation. The program asserts the law E_g(T) = E_static − Z(2n + 1) against Boltzmann averages over the eigenstates of a grid Hamiltonian, with a linear coupling term present. It also diagonalizes a band edge coupled by a phonon to a remote level and asserts the second-order shifts and the finite-denominator correction. Further assertions cover the slope with temperature, the thermal strain and the polar band-edge shift, the last two by quadrature. The output shows that branches at 30 and 70 meV raise the reduction to 79.2 meV, although their mean energy is still 50 meV. A wholly polar Z would halve the reduction to about 25 meV. The rough polar estimate for two edges with the free-electron mass is 284 meV, larger than Z itself, so the 50.7 meV belongs to the stated model and is not a prediction for hafnium dioxide.

## Numerical check

```python
"""
Result under test: a gap lowered by quadratic coupling to one harmonic phonon
obeys E_g(T) = E_static - Z*(2n+1), so the reduction beyond the zero-point one
is 2*Z*n, about 51 meV for w = 50 meV, Z = 150 meV, T = 300 K.
Symbols: w phonon energy, Z zero-point gap reduction (positive),
n Bose occupation, T temperature. Energies are in meV unless a name says
otherwise. The polar band-edge estimate is done in Hartree atomic units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

K_B = const.k / const.e * 1000.0                      # meV/K
HARTREE = const.physical_constants["Hartree energy in eV"][0] * 1000.0

w, Z, T = 50.0, 150.0, 300.0
T_HOT = 398.15


def bose(energy, temp):
    return 1.0 / np.expm1(energy / (K_B * temp))


def thermal_reduction(energy, temp, zero_point=Z):
    return 2.0 * zero_point * bose(energy, temp)


# --- Thermal average of a gap surface, from a grid Hamiltonian -------------
points, step = 161, 0.125
index = np.arange(points)
q = (index - points // 2) * step
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / (6 * step**2),
                   (-1.0)**np.abs(diff) / (step**2 * safe**2))
levels, states = np.linalg.eigh(kinetic + np.diag(0.5 * q**2))
linear_coefficient = 80.0
gap_change = linear_coefficient * q - 2.0 * Z * q**2


def grid_average(temp):
    weights = np.exp(-(levels - levels[0]) * w / (K_B * temp))
    weights /= weights.sum()
    density = (states**2) @ weights
    return density @ gap_change


for temp in (10.0, 100.0, T, T_HOT, 1000.0):
    expected = -Z * (2.0 * bose(w, temp) + 1.0)
    assert abs(grid_average(temp) - expected) < 1e-5
grid_thermal = grid_average(5.0) - grid_average(T)
main = thermal_reduction(w, T)
assert abs(grid_thermal - main) < 1e-5
assert 50.5 < main < 51.5

# --- Band edge coupled by one phonon to a remote level above it ------------
remote, coupling, size = 2000.0, 2.0, 40
ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
position = ladder + ladder.T
phonon = np.diag(w * np.arange(size))
vibronic = np.block([[phonon, coupling * position],
                     [coupling * position, phonon + remote * np.eye(size)]])
energies, vectors = np.linalg.eigh(vibronic)
occupations = np.arange(25)
shifts = np.array([energies[np.argmax(np.abs(vectors[m]))] - w * m
                   for m in occupations])
for m in range(5):
    second_order = -coupling**2 * ((m + 1) / (remote + w)
                                   + m / (remote - w))
    assert abs(shifts[m] / second_order - 1.0) < 5e-4
probability = np.exp(-occupations * w / (K_B * T))
probability /= probability.sum()
finite_gap = Z * (probability @ shifts / shifts[0] - 1.0)
finite_formula = main * remote / (remote - w)
# Tolerance covers fourth-order terms of the full diagonalization.
assert abs(finite_gap / finite_formula - 1.0) < 2e-3

# --- Slope with temperature ------------------------------------------------
x = w / (K_B * T)
n = bose(w, T)
slope = -2.0 * Z * x * n * (n + 1.0) / T
numeric_slope = (grid_average(T + 0.5) - grid_average(T - 0.5))
assert abs(slope - numeric_slope) < 1e-5
classical_total = 2.0 * Z * K_B * T / w

# --- Spread of phonon energies ---------------------------------------------
branches = (30.0, 70.0)


def two_branch(temp):
    return sum(thermal_reduction(b, temp, Z / 2) for b in branches)


spread = two_branch(T)
assert spread > main
matched = brentq(lambda e: thermal_reduction(e, T) - spread, 10.0, 100.0)
assert branches[0] < matched < np.mean(branches)
spread_hot = two_branch(T_HOT)
matched_hot = thermal_reduction(matched, T_HOT)

# --- Thermal expansion with one Einstein mode ------------------------------
alpha_300, deformation = 6e-6, 5000.0                 # 1/K, meV


def heat_capacity(temp):
    occ = bose(w, temp)
    return K_B * (w / (K_B * temp))**2 * occ * (occ + 1.0)


strain = 3.0 * alpha_300 * w * n / heat_capacity(T)
strain_integral = quad(lambda t: 3.0 * alpha_300 * heat_capacity(t)
                       / heat_capacity(T), 2.0, T)[0]
assert abs(strain / strain_integral - 1.0) < 1e-6
expansion_shift = deformation * strain

# --- Polar coupling at a parabolic band edge (Hartree units inside) --------
eps_inf, eps_0 = 4.5, 20.0
polar_factor = 1.0 / eps_inf - 1.0 / eps_0
emission = quad(lambda y: 1.0 / (1.0 + y * y), 0.0, np.inf)[0]
absorption = (quad(lambda y: -1.0 / (y + 1.0), 0.0, 2.0,
                   weight="cauchy", wvar=1.0)[0]
              + quad(lambda y: 1.0 / (1.0 - y * y), 2.0, np.inf)[0])
assert abs(absorption) < 1e-8


def polar_by_integral(mass, occ):
    w_au = w / HARTREE
    wave_number = np.sqrt(2.0 * mass * w_au)
    vertex = 2.0 * np.pi * w_au * polar_factor        # |M|^2 * q^2
    prefactor = vertex / (2.0 * np.pi**2) * wave_number / w_au
    return HARTREE * prefactor * (occ * absorption - (occ + 1.0) * emission)


def polar_formula(mass, occ):
    return -HARTREE * (occ + 1.0) * polar_factor * np.sqrt(
        mass * w / HARTREE / 2.0)


for mass in (0.3, 1.0):
    for occ in (0.0, n):
        assert abs(polar_by_integral(mass, occ)
                   - polar_formula(mass, occ)) < 1e-5
polar_edge = -polar_by_integral(1.0, 0.0)
mass_for_Z = (Z / (2.0 * polar_edge))**2
assert abs(-2.0 * polar_by_integral(mass_for_Z, 0.0) - Z) < 1e-5
all_polar = -2.0 * (polar_by_integral(mass_for_Z, n)
                    - polar_by_integral(mass_for_Z, 0.0))
assert abs(all_polar / main - 0.5) < 1e-6

# --- Printed numbers -------------------------------------------------------
gap_rough = 5700.0
print(f"phonon energy w: {w:.1f} meV")
print(f"zero-point reduction Z: {Z:.1f} meV")
print(f"temperature T: {T:.2f} K")
print(f"thermal energy kT: {K_B * T:.3f} meV")
print(f"ratio w/kT: {x:.4f}")
print(f"exp(w/kT): {np.exp(x):.4f}")
print(f"occupation n: {n:.5f}")
print(f"additional thermal reduction 2Zn: {main:.2f} meV")
print(f"same in eV: {main / 1000:.4f} eV")
print(f"same from grid diagonalization: {grid_thermal:.2f} meV")
print(f"total reduction Z(2n+1): {Z + main:.2f} meV")
print(f"slope dE_g/dT at T: {slope:.4f} meV/K")
print(f"classical total 2ZkT/w: {classical_total:.2f} meV")
for temp in (100.0, 200.0, T_HOT):
    print(f"additional reduction at {temp:.2f} K: "
          f"{thermal_reduction(w, temp):.2f} meV")
for energy in (45.0, 55.0):
    print(f"additional reduction at T for w = {energy:.0f} meV: "
          f"{thermal_reduction(energy, T):.2f} meV")
print(f"rough gap: {gap_rough / 1000:.1f} eV")
print(f"additional reduction / rough gap: {100 * main / gap_rough:.2f} %")
print(f"remote level distance R: {remote / 1000:.1f} eV")
print(f"coupling g in remote-level test: {coupling:.1f} meV")
print(f"reduction with finite R, diagonalized: {finite_gap:.2f} meV")
print(f"reduction with finite R, formula: {finite_formula:.2f} meV")
print(f"two branches: {branches[0]:.0f} and {branches[1]:.0f} meV")
print(f"two-branch reduction at T: {spread:.2f} meV")
print(f"single energy matching it at T: {matched:.2f} meV")
print(f"two-branch reduction at {T_HOT} K: {spread_hot:.2f} meV")
print(f"matched single mode at {T_HOT} K: {matched_hot:.2f} meV")
print(f"rough linear expansion at T: {alpha_300:.1e} 1/K")
print(f"rough deformation potential size: {deformation / 1000:.1f} eV")
print(f"volume strain from 0 K to T: {strain:.3e}")
print(f"size of expansion gap shift: {expansion_shift:.2f} meV")
print(f"rough eps_inf, eps_0: {eps_inf:.1f}, {eps_0:.1f}")
print(f"polar factor K: {polar_factor:.4f}")
print(f"emission integral: {emission:.6f}")
print(f"absorption integral magnitude: {abs(absorption):.1e}")
print(f"polar zero-point shift size, one edge, m=1: {polar_edge:.1f} meV")
print(f"polar sum of two such edges: {2 * polar_edge:.1f} meV")
print(f"mass at which two equal edges give Z: {mass_for_Z:.3f} m_e")
print(f"thermal reduction if Z were all polar: {all_polar:.2f} meV")
print("all assertions hold")
```

Printed output:

```
phonon energy w: 50.0 meV
zero-point reduction Z: 150.0 meV
temperature T: 300.00 K
thermal energy kT: 25.852 meV
ratio w/kT: 1.9341
exp(w/kT): 6.9177
occupation n: 0.16898
additional thermal reduction 2Zn: 50.70 meV
same in eV: 0.0507 eV
same from grid diagonalization: 50.70 meV
total reduction Z(2n+1): 200.70 meV
slope dE_g/dT at T: -0.3821 meV/K
classical total 2ZkT/w: 155.11 meV
additional reduction at 100.00 K: 0.91 meV
additional reduction at 200.00 K: 17.45 meV
additional reduction at 398.15 K: 91.06 meV
additional reduction at T for w = 45 meV: 63.81 meV
additional reduction at T for w = 55 meV: 40.57 meV
rough gap: 5.7 eV
additional reduction / rough gap: 0.89 %
remote level distance R: 2.0 eV
coupling g in remote-level test: 2.0 meV
reduction with finite R, diagonalized: 51.99 meV
reduction with finite R, formula: 52.00 meV
two branches: 30 and 70 meV
two-branch reduction at T: 79.17 meV
single energy matching it at T: 40.49 meV
two-branch reduction at 398.15 K: 129.76 meV
matched single mode at 398.15 K: 133.02 meV
rough linear expansion at T: 6.0e-06 1/K
rough deformation potential size: 5.0 eV
volume strain from 0 K to T: 2.388e-03
size of expansion gap shift: 11.94 meV
rough eps_inf, eps_0: 4.5, 20.0
polar factor K: 0.1722
emission integral: 1.570796
absorption integral magnitude: 1.1e-15
polar zero-point shift size, one edge, m=1: 142.0 meV
polar sum of two such edges: 284.1 meV
mass at which two equal edges give Z: 0.279 m_e
thermal reduction if Z were all polar: 25.35 meV
all assertions hold
```
